# The one-loop scalar QED vertex and its infrared logarithm

## What goes wrong without the seagulls

Scatter a charged scalar from an external field and keep just the triangle diagram, in which a photon joins the incoming and outgoing lines. At zero momentum transfer the particle's charge then comes out wrong. In Feynman gauge, with a photon of mass $0.8m$ regulated by subtracting one of mass $2m$, the triangle changes the forward vertex by $0.606$ and field renormalization adds $3.353$, in units of $\alpha/4\pi$. These should cancel. The excess, $3.959$, depends on the regulator and diverges when the regulator is removed.

The two seagull diagrams contribute $-3.959$ and repair the charge. They do not change the momentum dependence, and the infrared logarithm that remains is the one of spinor QED.

## Rules and conventions

Take $\hbar=c=1$, metric $(+,-,-,-)$, $\alpha=e^2/4\pi$, and

$$\mathcal L=|D\phi|^2-m^2|\phi|^2-\tfrac14F^2,\qquad D_\mu=\partial_\mu+ieA_\mu .$$

The interaction is $ieA^\mu(\phi\,\partial_\mu\phi^*-\phi^*\partial_\mu\phi)+e^2A^2|\phi|^2$. An incoming $e^{-ip\cdot x}$ and an outgoing $e^{ip'\cdot x}$ give the vertex $-ie(p+p')^\mu$. The quadratic term gives the seagull $2ie^2g^{\mu\nu}$, the 2 counting the two photon assignments.

Let $P=p+p'$, $q=p'-p$, $Q^2=-q^2\ge0$, and write the amplitude as $-ie\Gamma^\mu$, $\Gamma^\mu=P^\mu+\Lambda^\mu$. I use Feynman gauge, dimension $d=4-2\epsilon$ and a small photon mass $\lambda$. Vacuum polarization is left out. With $\int_k=\int d^dk/(2\pi)^d$ and

$$D_0=k^2-\lambda^2,\quad D_1=(p-k)^2-m^2,\quad D_2=(p'-k)^2-m^2,$$

the triangle has the factor $(-ie)^3\,i\,i\,(-i)=(-ie)(-ie^2)$, and the first seagull has $(-ie)(2ie^2)\,i\,(-i)=(-ie)(2ie^2)$. Hence

$$\Lambda^\mu_{\rm tri}=-ie^2\!\int_k\frac{(2p'-k)\cdot(2p-k)\,(P-2k)^\mu}{D_0D_1D_2},$$

$$\Lambda^\mu_{\rm sea}=2ie^2\!\int_k\left[\frac{(2p-k)^\mu}{D_0D_1}+\frac{(2p'-k)^\mu}{D_0D_2}\right].$$

A quartic scalar coupling would add a loop proportional to $\int_k(2k+q)^\mu/\{[k^2-m^2][(k+q)^2-m^2]\}$. It vanishes because $k\to-k-q$ reverses its sign.

## One form factor

On shell, Lorentz covariance allows $\Lambda^\mu=a(q^2)P^\mu+b(q^2)q^\mu$. Exchanging $p$ and $p'$ leaves the triangle unchanged and swaps the seagulls, while $q^\mu$ changes sign. Therefore $b=0$. One seagull alone is proportional to $p^\mu=(P-q)^\mu/2$ and does have a $q^\mu$ part; the other cancels it.

Current conservation gives the same result. On shell the triangle and the seagull pair are each conserved, by the exchange symmetry; the seagulls are essential for the off-shell identity derived now, which ties the forward vertex to the self-energy. Since $q\cdot(P-2k)=D_2-D_1$, the terms of $q\cdot\Lambda$ with denominator $D_0D_1$ are

$$-ie^2\,(2p-k)\cdot[(2p'-k)-2q]=-ie^2(2p-k)^2 .$$

The $D_0D_2$ terms similarly give $+ie^2(2p'-k)^2$. Define the self-energy by the propagator $i/(p^2-m_0^2-\Sigma)$, with $m_0$ the bare mass. Then $-i\Sigma=(-ie)^2\int_k(2p-k)^2\,i(-i)/(D_0D_1)$ up to a momentum-independent photon tadpole, so $\Sigma=-ie^2\int_k(2p-k)^2/(D_0D_1)$ and

$$q_\mu\Lambda^\mu=\Sigma(p)-\Sigma(p').$$

On shell the right side vanishes. As $q\cdot P=p'^2-p^2=0$, this leaves $q^2b=0$.

Expanding the identity off shell to first order in $q$ gives $\Lambda^\mu(p,p)=-\partial\Sigma/\partial p_\mu=-2p^\mu\Sigma'$, with $\Sigma'=d\Sigma/dp^2$. Thus $a(0)=-\Sigma'(m^2)$. The residue of the propagator is $Z=1+\Sigma'(m^2)$ to this order, and each external leg supplies $\sqrt Z$. The renormalized vertex is $F(q^2)P^\mu$ with

$$F(q^2)=1+a(q^2)-a(0),\qquad F(0)=1 .$$

## Reducing the diagrams

On shell $D_1=k^2-2p\cdot k$ and $D_2=k^2-2p'\cdot k$, so $D_1+D_2=2k^2-2k\cdot P$. The triangle's contraction becomes

$$4p\cdot p'-2k\cdot P+k^2=4p\cdot p'-\lambda^2+D_1+D_2-D_0 .$$

Each $D_i$ cancels a denominator. The $D_0$ term leaves $\int_k(P-2k)^\mu/(D_1D_2)$, which is odd under $k\to P-k$ and vanishes. For the rest define, with $i/16\pi^2$ taken out of every integral,

$$\int_k\frac{\{1,k^\mu\}}{D_0D_1}\to\{B_0,\,B_1p^\mu\},\qquad \int_k\frac{\{1,k^\mu\}}{D_0D_1D_2}\to\{C_0,\,C_1P^\mu\}.$$

On shell $B_0$ and $B_1$ do not depend on $q^2$. Since $-ie^2\cdot i/16\pi^2=\alpha/4\pi$, the coefficients of $P^\mu$ in units of $\alpha/4\pi$ are

- triangle: $(4p\cdot p'-\lambda^2)(C_0-2C_1)+2(B_0-B_1)$,
- seagulls: $-2(2B_0-B_1)$.

Their sum is

$$a=\frac{\alpha}{4\pi}\left[(4p\cdot p'-\lambda^2)(C_0-2C_1)-2B_0\right].$$

In this gauge the seagulls are therefore constant in $q^2$. They have no infrared logarithm either, because $\int d^4k/(D_0D_1)$ behaves as $\int k^3dk/k^3$ at small $k$.

This reduction was tested by integrating all three diagrams directly over Euclidean momentum at $q^2=0.919m^2$, with the two photon masses quoted at the start. Both routes give $-3.0298290$.

## Evaluating the integrals

Combine denominators with $x$ for $D_1$ and $y$ for $D_2$, and shift $k=l+xp+yp'$. The combined denominator is $l^2-\Delta$, where $\Delta=(xp+yp')^2+\lambda^2(1-x-y)$. From $\int_l(l^2-\Delta)^{-3}=-i/(32\pi^2\Delta)$ and the factor 2 of the parametrization,

$$C_0=-\int\frac{dx\,dy}{\Delta},\qquad C_1P^\mu=-\int dx\,dy\,\frac{(xp+yp')^\mu}{\Delta}.$$

Put $x=su$, $y=s(1-u)$, with Jacobian $s$. Because $p\cdot p'=m^2+Q^2/2$,

$$(xp+yp')^2=s^2M^2,\qquad M^2=m^2+u(1-u)Q^2 .$$

For $\lambda\to0$ the $s$ integral in $C_0$ is $\int_0^1 s\,ds/(s^2M^2+\lambda^2)\to\ln(M^2/\lambda^2)/2M^2$; the dropped $-\lambda^2s$ adds only $\pi\lambda/4M^3$, which vanishes with $\lambda$. In $C_1$ the symmetry $u\to1-u$ replaces $up+(1-u)p'$ by $P/2$. So

$$C_0=-\frac12\int_0^1\!du\,\frac{\ln(M^2/\lambda^2)}{M^2},\qquad C_1=-\frac12\int_0^1\frac{du}{M^2}.$$

Introduce the relative rapidity $\chi$ by $p\cdot p'=m^2\cosh\chi$, so $Q^2=4m^2\sinh^2(\chi/2)$. Substitute $u-\frac12=\frac12\coth(\chi/2)\tanh y$, where $y$ is now a rapidity running from $-\chi/2$ to $\chi/2$. Then

$$M^2=\frac{m^2\cosh^2(\chi/2)}{\cosh^2y},\qquad \frac{du}{M^2}=\frac{dy}{m^2\sinh\chi}.$$

With $\ell=\ln(m^2/\lambda^2)$ and $K=\int_0^{\chi/2}dy\,\ln[\cosh(\chi/2)/\cosh y]$,

$$C_0=-\frac{\chi\ell+4K}{2m^2\sinh\chi},\qquad C_1=-\frac{\chi}{2m^2\sinh\chi},$$

$$4p\cdot p'(C_0-2C_1)=-2\coth\chi\,[\chi(\ell-2)+4K].$$

At $\chi=0$ this equals $-2(\ell-2)$, since $K$ vanishes as $\chi^3$. Subtracting gives

$$\boxed{F=1-\frac{\alpha}{2\pi}\Big[(\chi\coth\chi-1)(\ell-2)+4K\coth\chi\Big]}$$

## Small and large momentum transfer

For $Q\ll m$, $\chi^2\simeq Q^2/m^2$, $\chi\coth\chi-1\simeq\chi^2/3$ and $K\simeq\int_0^{\chi/2}(\chi^2/8-y^2/2)dy=\chi^3/24$. The bracket is $(\chi^2/3)(\ell-\frac32)$, so

$$\frac{dF}{dq^2}\Big|_0=\frac{\alpha}{3\pi m^2}\left(\ln\frac m\lambda-\frac34\right).$$

The slope, and with it a charge radius, depends on $\lambda$: elastic scattering without soft photons is not a complete observable.

For $X=Q^2/m^2\gg1$, $\chi\simeq\ln X$. Writing the logarithm in $K$ as $\chi/2-y-\ln(1+e^{-2y})$ up to terms of order $e^{-\chi}$ gives $K\simeq\chi^2/8-\pi^2/24$, hence

$$F-1\simeq-\frac{\alpha}{4\pi}\left[\ln^2X-\frac{\pi^2}3+2(\ln X-1)\ell-4\ln X+4\right].$$

When this is no longer small compared with 1, the one-loop result cannot be trusted.

For $0<q^2<4m^2$ the formula continues with $\chi=i\theta$, and the infrared function becomes $\theta\cot\theta-1$. It diverges at the pair threshold $\theta\to\pi$, but the small-$\lambda$ step needs $\lambda\ll m\cos(\theta/2)$, the smallest value of $M$, so the formula stops holding before the threshold is reached. At $\theta=\pi$ and fixed small $\lambda$, $M^2=m^2(1-2u)^2$ and the parameter integrals give the finite value $F-1\simeq\alpha m/3\lambda$; fixed order fails there once this is no longer small.

## The spinor vertex

The spinor triangle has the same prefactor $-ie^2$ and denominators, with numerator

$$N^\mu=\bar u'\gamma^\alpha(\not p'-\not k+m)\gamma^\mu(\not p-\not k+m)\gamma_\alpha u .$$

The Dirac equation gives $\bar u'\gamma^\alpha(\not p'+m)=2p'^\alpha\bar u'$ and $(\not p+m)\gamma_\alpha u=2p_\alpha u$. Between the spinors,

$$N^\mu=4p\cdot p'\gamma^\mu-2(\gamma^\mu\not k\not p'+\not p\not k\gamma^\mu)-(d-2)\not k\gamma^\mu\not k .$$

Terms containing $k$ converge at small $k$. The infrared logarithm therefore comes from $4p\cdot p'C_0$, as for the scalar.

**Linear term.** Replace $k$ by $C_1P$. Moving $\not p'$ to the left and $\not p$ to the right gives $\gamma^\mu\not P\not p'=P^2\gamma^\mu-2mp'^\mu$ and $\not p\not P\gamma^\mu=P^2\gamma^\mu-2mp^\mu$. The term is $-4C_1(P^2\gamma^\mu-mP^\mu)$. Use the Gordon identity $P^\mu=2m\gamma^\mu-i\sigma^{\mu\nu}q_\nu$ and write the vertex as $F_1\gamma^\mu+F_2\,i\sigma^{\mu\nu}q_\nu/2m$. Since $P^2-2m^2=2p\cdot p'$, the contributions are $-8p\cdot p'C_1$ to $F_1$, again the scalar value, and $-8m^2C_1$ to $F_2$.

**Quadratic term.** Set $\lambda=0$ and write the integral of $k^\nu k^\rho$ as $C_{00}g^{\nu\rho}+C_PP^\nu P^\rho+C_qq^\nu q^\rho$. Let $B$ be the bubble with denominator $D_1D_2$. Contracting with $g$, $2P$ and $2q$, and using $k^2=D_0$, $2k\cdot P=2D_0-D_1-D_2$, $2k\cdot q=D_1-D_2$, gives

$$dC_{00}+P^2C_P+q^2C_q=B,$$
$$2(C_{00}+P^2C_P)=B-B_1,\qquad 2(C_{00}+q^2C_q)=B_1 .$$

Adding the last two and comparing with the first yields $(d-2)C_{00}=B/2$. Between spinors

$$\gamma_\nu\gamma^\mu\gamma^\nu=-(d-2)\gamma^\mu,\quad \not P\gamma^\mu\not P=4mP^\mu-P^2\gamma^\mu,\quad \not q\gamma^\mu\not q=-q^2\gamma^\mu .$$

After the Gordon identity the quadratic part of $F_1$ is

$$(d-2)^2C_{00}+(d-2)(P^2C_P+q^2C_q-8m^2C_P)=(d-3)B-8m^2(d-2)C_P .$$

Its part of $F_2$ is $8m^2(d-2)C_P$.

With $E$ the common divergent constant, $B=E-\int_0^1du\ln(M^2/m^2)$ and $B_1=\int_0^1dx\,x(E-\ln x^2)=(E+1)/2$. Integration by parts gives $\int_0^1du\ln(M^2/m^2)=\chi\coth(\chi/2)-2$. Since $\epsilon(B-B_1)\to\frac12$,

$$(d-2)P^2C_P=\frac B2-B_1-\frac12=-\frac\chi2\coth\frac\chi2 .$$

As $P^2=4m^2\cosh^2(\chi/2)$, this means $(d-2)C_P=-\chi/(4m^2\sinh\chi)$. Also $(d-3)B\to B-2$. The $q^2$-dependent quadratic part of $F_1$ is

$$-\chi\coth\frac\chi2+\frac{2\chi}{\sinh\chi}=-\chi\tanh\frac\chi2 .$$

The spinor Ward identity, from $\not q=(\not p'-\not k-m)-(\not p-\not k-m)$, again ties the forward vertex to the self-energy and fixes $F_1(0)=1$. Therefore

$$F_1-F=-\frac{\alpha}{4\pi}\,\chi\tanh\frac\chi2,\qquad F_2=\frac{\alpha}{2\pi}\frac{\chi}{\sinh\chi}.$$

The two pieces of $F_2$ were $4\chi/\sinh\chi$ and $-2\chi/\sinh\chi$ in units of $\alpha/4\pi$. Neither $F_2$ nor the difference contains $\lambda$.

## Why spin drops out of the logarithm

A soft photon with direction $n=(1,\hat{\mathbf n})$ couples to the classical current $p'^\mu/(p'\cdot n)-p^\mu/(p\cdot n)$. The angular average of minus its square is

$$I=\left\langle\frac{2p\cdot p'}{(p\cdot n)(p'\cdot n)}-\frac{m^2}{(p\cdot n)^2}-\frac{m^2}{(p'\cdot n)^2}\right\rangle .$$

For a timelike vector $r$, $\langle(r\cdot n)^{-2}\rangle=1/r^2$. Combining the first two denominators with a parameter $u$ makes the first average $2p\cdot p'\int du/M^2=2\chi\coth\chi$. The others equal 1, so $I=2(\chi\coth\chi-1)$.

The emission probability up to energy $\omega_{\max}\ll m$ contains $(\alpha/\pi)I\ln(\omega_{\max}/\lambda)$. The elastic probability contains $-(\alpha/\pi)(\chi\coth\chi-1)\ln(m^2/\lambda^2)$. In their sum $\ln\lambda$ cancels at order $\alpha$, for either spin.

## Numbers

Take $m=1$ and $\lambda=10^{-6}m$, so $\ell=27.631$. At $Q^2=10m^2$, $\chi=2.4779$, $\chi\coth\chi-1=1.5130$ and $K=0.49721$. Then $\coth\chi=2.5130/2.4779=1.0142$, and

$$F-1=-0.00116141\,[1.5130(25.631)+4(1.0142)(0.49721)]=-0.04738 .$$

The term with $\ell$ alone gives $-0.04855$; everything else adds $+0.00117$.

| $Q^2/m^2$ | $F-1$ | $F_1-1$ | $F_2$ |
|---|---|---|---|
| 0.1 | −0.000997 | −0.001026 | 0.001142 |
| 1 | −0.00889 | −0.00914 | 0.001000 |
| 10 | −0.04738 | −0.04860 | 0.000486 |
| 100 | −0.11857 | −0.12121 | 0.000105 |

The first two corrections nearly agree because the chosen $\lambda$ makes their common logarithm dominate. Their difference does not depend on $\lambda$ and grows from $-0.000029$ to $-0.00263$ down the table. $F_2$ falls instead, because $\sinh\chi$ outgrows $\chi$.

The coefficients of $\ell$ were also tested by changing $\lambda$ in the unreduced scalar and spinor integrals. Between $Q^2=0.01m^2$ and $10m^2$ both change by $-3.0194$ in units of $\alpha/4\pi$, as $-2(\chi\coth\chi-1)$ requires. The numerical output gives the remaining comparisons.

## Computed results

```
Euclidean check; corrections in units of alpha/(4 pi), m = 1
angle theta = 1.0 rad, q^2/m^2 = 0.919395
photon mass/m = 0.8, regulator mass/m = 2.0
vertex, direct integration  = -3.0298290
vertex, reduced formula     = -3.0298290
q-direction: one seagull    = 1.897885 m
q-direction: all diagrams   = 2.3e-16 m
seagull pair at theta, at 0 = -3.9586642, -3.9586642
triangle at q=0             = 0.605950
all diagrams at q=0         = -3.352714
self-energy slope at p^2=m^2 = 3.352716
Infrared slope d/d ln(m^2/lam^2), units alpha/(4 pi),
relative to Q2/m^2 = 0.01: scalar, spinor, formula
Q2/m^2 =   1.0: -0.57579, -0.57579, -0.57580
Q2/m^2 =   4.0: -1.73269, -1.73269, -1.73269
Q2/m^2 =  10.0: -3.01941, -3.01941, -3.01942
Worked example (all entries dimensionless)
alpha = 0.007297353, alpha/(2 pi) = 0.001161410
lam/m = 1e-06, ln(m^2/lam^2) = 27.631021
Q2/m^2 = 0.1: chi = 0.314925, K = 0.001295
  chi coth chi - 1 = 0.032843, half soft integral = 0.032843
  F-1 = -0.00099739, F1-1 = -0.00102596
  F1-F = -0.00002856, F2 = 0.00114243
Q2/m^2 = 1.0: chi = 0.962424, K = 0.035530
  chi coth chi - 1 = 0.291227, half soft integral = 0.291227
  F-1 = -0.00889072, F1-1 = -0.00914066
  F1-F = -0.00024994, F2 = 0.00099976
Q2/m^2 = 10.0: chi = 2.477889, K = 0.497209
  chi coth chi - 1 = 1.513038, half soft integral = 1.513038
  F-1 = -0.04738291, F1-1 = -0.04859902
  F1-F = -0.00121611, F2 = 0.00048644
Q2/m^2 = 100.0: chi = 4.624877, K = 2.289905
  chi coth chi - 1 = 3.625766, half soft integral = 3.625766
  F-1 = -0.11857235, F1-1 = -0.12120588
  F1-F = -0.00263353, F2 = 0.00010534
Limits of the scalar correction, units alpha/(4 pi)
m^2 dF/dq^2 near 0: 17.4204, limit formula 17.4207
F-1 at Q2/m^2 = 1e+06: -844.5279, limit -844.5277
```
